# The Fourier Symbol of Maximal-Order Central Difference Stencils

A finite-difference electronic-structure calculation replaces the kinetic energy operator \(-\tfrac12\,d^2/dx^2\) by a weighted sum over neighbouring grid points. This problem asks what the replacement does to a plane wave, and what follows for energy levels. Hartree atomic units are used, with particle mass 1.

The grid points are \(x_j=jh\), with integer \(j\) and spacing \(h\). For \(N\ge1\), the stencil

\[
D_Nf_j=\frac1{h^2}\sum_{m=-N}^{N}c_m f_{j+m}
\]

is required to give \(f''(x_j)\) without error for every polynomial \(f\) of degree at most \(2N\). This is the central stencil of maximal order on \(2N+1\) points. The weights \(c_m\) depend on \(N\), which is not written on them. The grid is infinite until part (h).

## (a) The symbol and its order

**Show that the weights are unique and symmetric. Define \(T_N\) by letting \(-D_N\) multiply \(e^{ikx_j}\) by \(T_N(\theta)/h^2\), with \(\theta=kh\). How closely does \(T_N\) follow \(\theta^2\) at small \(\theta\)?**

Apply the stencil to \(f(x)=(x-x_j)^p\). Its second derivative at \(x_j\) is 2 for \(p=2\) and zero for every other \(p\). Since \(f_{j+m}=(mh)^p\), the requirement is

\[
\sum_{m=-N}^{N}c_m m^p=2\delta_{p2},\qquad p=0,1,\ldots,2N,
\]

with \(0^0=1\). These are \(2N+1\) linear equations for \(2N+1\) weights. Their matrix is a Vandermonde matrix with distinct nodes \(m\), so it is invertible and the weights are unique.

The reversed weights \(c_{-m}\) have moments \((-1)^p\,2\delta_{p2}=2\delta_{p2}\), and so satisfy the same equations. Uniqueness gives \(c_{-m}=c_m\).

On a plane wave, \(f_{j+m}=e^{im\theta}f_j\). Therefore

\[
T_N(\theta)=-\sum_{m=-N}^{N}c_me^{im\theta}
=-c_0-2\sum_{m=1}^{N}c_m\cos m\theta .
\]

Expanding the exponentials gives

\[
T_N(\theta)=-\sum_{p=0}^{\infty}\frac{(i\theta)^p}{p!}\sum_m c_mm^p .
\]

The \(p=2\) term is \(-(-\theta^2/2)\,2=\theta^2\). All other terms up to \(p=2N\) vanish by the moment equations, and the term \(p=2N+1\) vanishes by symmetry. Hence

\[
T_N(\theta)=\theta^2+O(\theta^{2N+2}).
\]

Dividing by \(h^2\), the error in \(k^2\) at fixed \(k\) is \(O(h^{2N})\), which is the meaning of order \(2N\).

## (b) A better variable

**Let \(y=\left(2\sin\frac{\theta}{2}\right)^2\). Show that \(T_N\) is a polynomial in \(y\), and say which polynomial it must be.**

The half-angle formula gives \(y=2-2\cos\theta\), or \(\cos\theta=1-y/2\). The recurrence

\[
\cos (m+1)\theta=2\cos\theta\cos m\theta-\cos(m-1)\theta
\]

shows by induction that \(\cos m\theta\) is a polynomial of degree \(m\) in \(\cos\theta\), and hence in \(y\). So \(T_N(\theta)=P_N(y)\), where \(P_N\) has degree at most \(N\).

Near zero,

\[
y=\theta^2-\frac{\theta^4}{12}+\frac{\theta^6}{360}-\cdots .
\]

Thus \(y\) is an analytic function of \(\theta^2\) with unit slope at zero. It can be inverted there: \(\theta^2=F(y)\), with \(F\) analytic near \(y=0\) and \(F(0)=0\). Since \(\theta^2\) and \(y\) are of the same order, part (a) becomes

\[
P_N(y)-F(y)=O(y^{N+1}).
\]

A polynomial of degree at most \(N\) with this property is the Taylor polynomial of \(F\) of degree \(N\). Raising the order of the stencil therefore adds a term in \(y\) and leaves the earlier terms unchanged, although all the weights may change.

## (c) The coefficients

**Find the Taylor coefficients of \(F(y)=\sum_{n\ge1}a_ny^n\).**

A differential equation for \(F\) gives them. From \(y=2-2\cos\theta\),

\[
\frac{dy}{d\theta}=2\sin\theta,\qquad
\frac{d^2y}{d\theta^2}=2\cos\theta=2-y,
\]

\[
\left(\frac{dy}{d\theta}\right)^2=4-4\cos^2\theta=4-(2-y)^2=y(4-y).
\]

Differentiate \(F(y(\theta))=\theta^2\) twice with respect to \(\theta\). The first derivative is \(F'\,dy/d\theta=2\theta\), and the second is

\[
F''\left(\frac{dy}{d\theta}\right)^2+F'\frac{d^2y}{d\theta^2}=2 .
\]

Substitution gives

\[
y(4-y)F''+(2-y)F'=2 .
\]

The constant term is \(2a_1=2\), so \(a_1=1\). For \(n\ge1\), the contributions to the coefficient of \(y^n\) from \(4yF''\), \(-y^2F''\), \(2F'\) and \(-yF'\) are, in that order,

\[
4n(n+1)a_{n+1}-n(n-1)a_n+2(n+1)a_{n+1}-na_n=0 .
\]

Collecting terms,

\[
2(n+1)(2n+1)a_{n+1}=n^2a_n .
\]

The solution with \(a_1=1\) is

\[
a_n=\frac{2}{n^2\binom{2n}{n}} .
\]

To verify it, note that \(a_1=2/2=1\) and

\[
\binom{2n+2}{n+1}=\frac{(2n+2)(2n+1)}{(n+1)^2}\binom{2n}{n}.
\]

Hence

\[
\frac{a_{n+1}}{a_n}
=\frac{n^2}{(n+1)^2}\,\frac{(n+1)^2}{(2n+2)(2n+1)}
=\frac{n^2}{2(n+1)(2n+1)},
\]

as required. The symbol is therefore

\[
T_N(\theta)=2\sum_{n=1}^{N}
\frac{\left(2\sin\frac{\theta}{2}\right)^{2n}}{n^2\binom{2n}{n}},
\]

with first coefficients \(1,\ 1/12,\ 1/90,\ 1/560\). The numerical check tests this form for \(N=1\) to 6 against weights obtained by solving the moment equations in rational arithmetic.

## (d) The range of the infinite series

**For which real \(\theta\) does the infinite series equal \(\theta^2\)?**

The ratio \(a_{n+1}/a_n\) tends to \(1/4\), so the radius of convergence in \(y\) is 4. For real \(\theta\), \(0\le y\le4\), and the end \(y=4\) needs separate care.

As \(\theta\) rises from 0 to \(\pi\), \(y\) rises monotonically from 0 to 4. On the open interval \(dy/d\theta=2\sin\theta\ne0\), so \(\theta^2\) is a smooth function of \(y\) and obeys the equation of part (c). The series obeys it too. The two agree near \(y=0\), and therefore share value and slope at some small positive \(y\). The coefficient \(y(4-y)\) of \(F''\) does not vanish for \(0<y<4\), so the solution of this linear equation is unique, and the two agree on the whole interval.

At \(y=4\), use the fact that all \(a_n\) are positive. For \(y<4\), each partial sum is below \(\theta^2<\pi^2\). By continuity each partial sum at \(y=4\) is at most \(\pi^2\). These sums increase with \(N\), so they converge. Abel's theorem says that a power series which converges at an end point is continuous up to it, so its value there is \(\lim_{\theta\to\pi}\theta^2=\pi^2\).

Both sides are even in \(\theta\). Thus

\[
\theta^2=2\sum_{n=1}^{\infty}
\frac{\left(2\sin\frac{\theta}{2}\right)^{2n}}{n^2\binom{2n}{n}},
\qquad |\theta|\le\pi .
\]

Outside this range the right side is periodic. It gives \(\bar\theta^{\,2}\), where \(\bar\theta\) is \(\theta\) shifted by a multiple of \(2\pi\) into \([-\pi,\pi]\), and this is smaller than \(\theta^2\). The grid cannot distinguish the two waves.

## (e) Sign and size of the error

**Compare \(T_N/h^2\) with \(k^2\) for all real \(k\), and bound the difference for \(|kh|<\pi\). Does the sign found hold for every consistent central stencil? Evaluate the kinetic energy for \(h=0.5\) bohr and \(k=2\) bohr\(^{-1}\).**

For \(0<|\theta|\le\pi\), subtracting the truncated series from the full one gives

\[
\theta^2-T_N(\theta)=\sum_{n=N+1}^{\infty}a_ny^n>0,
\]

because \(y>0\) and every coefficient is positive. For \(|\theta|>\pi\), periodicity gives \(T_N(\theta)=T_N(\bar\theta)\le\bar\theta^{\,2}<\theta^2\). So the maximal-order stencil underestimates \(k^2\) at every nonzero real \(k\). At \(k=0\) both sides vanish.

For a lower bound, keep the first omitted term. For an upper bound, note that

\[
\frac{a_{n+1}}{a_n}=\frac{n^2}{4n^2+6n+2}<\frac14 ,
\]

so the remainder is smaller than a geometric series of ratio \(y/4=\sin^2(\theta/2)\). For \(0<|\theta|<\pi\),

\[
a_{N+1}y^{N+1}<\theta^2-T_N(\theta)<
\frac{a_{N+1}y^{N+1}}{\cos^2(\theta/2)} .
\]

At small \(\theta\) the bounds merge, and the leading deficit in \(k^2\) is \(a_{N+1}h^{2N}k^{2N+2}\).

Maximal order guarantees this sign; consistency alone does not. A stencil of lower order may err either way. The weights \((1/4,\,0,\,-1/2,\,0,\,1/4)\) have symbol \(\tfrac12-\tfrac12\cos2\theta=\sin^2\theta\), which lies below \(\theta^2\) for every nonzero \(\theta\), while the next example errs in the other direction. Consider the five weights \((-1/6,\,5/3,\,-3,\,5/3,\,-1/6)\). They sum to zero and have second moment \(2(5/3)+8(-1/6)=2\), so they form a consistent second-derivative stencil. With \(\cos2\theta=2(1-y/2)^2-1=1-2y+y^2/2\), their symbol is

\[
3-\frac{10}{3}\left(1-\frac y2\right)
+\frac13\left(1-2y+\frac{y^2}{2}\right)
=y+\frac{y^2}{6}=\theta^2+\frac{\theta^4}{12}+O(\theta^6).
\]

It overestimates at small nonzero \(\theta\). At \(\theta=1\) it gives 1.0603 instead of 1.

In the requested example \(\theta=1\) and \(y=0.919395\). The exact kinetic energy is \(k^2/2=2\) hartree. The stencil value is \(T_N/(2h^2)=2T_N\) in hartree, since \(2h^2=0.5\). For the first two orders,

\[
N=1:\quad 2(0.919395)=1.83879,
\]

\[
N=2:\quad 2\left(0.919395+\frac{0.919395^2}{12}\right)=1.97967 .
\]

The deficits and their bounds, all in hartree, are:

| \(N\) | deficit | lower bound | upper bound |
|---|---|---|---|
| 1 | 0.1612 | 0.1409 | 0.1829 |
| 2 | 0.02033 | 0.01727 | 0.02242 |
| 3 | 0.003058 | 0.002552 | 0.003313 |
| 6 | 0.00001628 | 0.00001321 | 0.00001715 |

Relative to 2 hartree, the deficit falls from about 8% at \(N=1\) to about 0.0008% at \(N=6\).

## (f) Convergence across the zone

**How fast does the deficit fall with \(N\) at fixed \(|\theta|<\pi\), and how fast at \(|\theta|=\pi\)?**

Inside the zone, \(a_{n+1}y^{n+1}<(y/4)a_ny^n\) for each term with \(y>0\). Summing over \(n>N\) shows that raising \(N\) by one multiplies the deficit by less than \(\sin^2(\theta/2)\). At \(\theta=1\) this bound is \(0.919395/4=0.230\); the actual ratio is smaller, for example \(0.02033/0.1612=0.126\) from \(N=1\) to \(N=2\). The convergence is at least geometric, but the bound approaches 1 at the zone boundary.

At \(|\theta|=\pi\), \(y=4\). Stirling's formula gives \(\binom{2n}{n}\simeq4^n/\sqrt{\pi n}\) for large \(n\), so

\[
a_n4^n\simeq2\sqrt\pi\,n^{-3/2}.
\]

Replacing the tail of the sum by an integral, which is correct to leading order at large \(N\), gives

\[
\pi^2-T_N(\pi)\simeq2\sqrt\pi\int_N^\infty n^{-3/2}\,dn
=4\sqrt{\frac{\pi}{N}} .
\]

The shortest wave on the grid is thus treated poorly even by long stencils. The ratio \(T_N(\pi)/\pi^2\) is 0.405 for \(N=1\) and still 0.717 for \(N=6\). A higher order is a remedy for waves well inside the zone; at its boundary the sum still converges, but slowly. For a given \(k\) with \(|kh|<\pi\), a smaller \(h\) gives a smaller \(|\theta|\), and hence a smaller bound \(\sin^2(\theta/2)\) on the ratio of successive deficits. This bound does not apply outside the zone.

## (g) The weights and their limit

**Obtain the weights from the symbol, and find their limit as \(N\to\infty\).**

Since \(y=-(e^{i\theta/2}-e^{-i\theta/2})^2\), the binomial theorem gives

\[
y^n=(-1)^n\sum_{r=0}^{2n}\binom{2n}{r}(-1)^re^{i(n-r)\theta}
=\sum_{m=-n}^{n}(-1)^m\binom{2n}{n+m}e^{im\theta},
\]

where \(m=n-r\). Comparing with \(T_N=-\sum_mc_me^{im\theta}\), for \(m=0\),

\[
c_0=-\sum_{n=1}^{N}a_n\binom{2n}{n}=-2\sum_{n=1}^{N}\frac1{n^2}.
\]

For \(m\ge1\), define \(R_n=(n!)^2/[(n-m)!(n+m)!]\) for \(n\ge m\), and \(R_{m-1}=0\). Then

\[
c_m=(-1)^{m+1}\sum_{n=m}^{N}a_n\binom{2n}{n+m}
=(-1)^{m+1}\sum_{n=m}^{N}\frac{2R_n}{n^2}.
\]

The factorials give \(R_{n-1}=R_n(n^2-m^2)/n^2\), which also holds at \(n=m\). Hence \(R_n-R_{n-1}=m^2R_n/n^2\), and the sum telescopes:

\[
c_m=\frac{2(-1)^{m+1}}{m^2}\sum_{n=m}^{N}(R_n-R_{n-1})
=\frac{2(-1)^{m+1}}{m^2}\,\frac{(N!)^2}{(N-m)!\,(N+m)!}.
\]

For \(N=2\), this gives \(c_0=-5/2\), \(c_1=4/3\), \(c_2=-1/12\).

At fixed \(m\), \(R_N=\prod_{j=1}^{m}(N-m+j)/(N+j)\to1\). With \(\sum_{n\ge1}1/n^2=\pi^2/6\), the limits are

\[
c_0\to-\frac{\pi^2}{3},\qquad c_m\to\frac{2(-1)^{m+1}}{m^2}.
\]

These are minus the Fourier coefficients of \(\theta^2\) on \([-\pi,\pi]\). The mean of \(\theta^2\) is \(\pi^2/3\), and integrating by parts gives

\[
\frac1\pi\int_0^\pi\theta^2\cos m\theta\,d\theta
=-\frac{2}{\pi m}\int_0^\pi\theta\sin m\theta\,d\theta
=\frac{2(-1)^m}{m^2}.
\]

The limiting stencil, called the sinc stencil, reproduces \(k^2\) throughout the first zone, at the price of weights on all grid points.

## (h) Energy levels

**Let the same real potential values \(V(x_j)\) be used with each stencil in a finite box, with grid functions set to zero outside. How do the levels depend on \(N\)? Bound the ground-state lowering for a well-resolved state, and apply the results to \(V=x^2/2\).**

Let \(K_N=-D_N/2\), and let \(f\) be a nonzero grid function that vanishes outside the box. With \(\hat f(\theta)=\sum_jf_je^{-ij\theta}\), Parseval's relation gives

\[
\sum_jf_j^*(K_Nf)_j=\frac1{2\pi}\int_{-\pi}^{\pi}
|\hat f(\theta)|^2\,\frac{T_N(\theta)}{2h^2}\,d\theta .
\]

For \(0<|\theta|\le\pi\), \(T_N<T_{N+1}<\theta^2\). The function \(\hat f\) is a nonzero trigonometric polynomial, so it has finitely many zeros in the zone, and the inequalities remain strict after integration. The potential contributes the same amount for every stencil.

By the min-max principle, level \(n\) (counted from 0) is the minimum, over subspaces of dimension \(n+1\), of the largest energy expectation value in the subspace. Take the subspace that is optimal for the larger Hamiltonian: on it, the smaller Hamiltonian has a strictly smaller maximum. Therefore

\[
E_n^{(N)}<E_n^{(N+1)}<E_n^{\rm sinc}.
\]

In the box the Hamiltonian is a finite matrix, and by part (g) its entries tend to those of the sinc Hamiltonian as \(N\to\infty\). Eigenvalues depend continuously on the entries, so each level rises with \(N\) towards the sinc value on the same grid. This ordering alone does not place the levels relative to the continuum, because the sinc grid has sampling and box errors of its own.

Suppose these errors are negligible for the continuum ground state \(\phi_0\), with energy \(E_0\). The trial function \(f_j=\sqrt h\,\phi_0(x_j)\) then has unit norm and sinc energy \(E_0\). Replacing the sinc symbol by \(T_N\) lowers its expectation value by half the mean deficit in \(k^2\). The variational principle for the stencil Hamiltonian gives, up to those errors,

\[
E_0-E_0^{(N)}\ge\Delta_N,\qquad
\Delta_N=\frac12\left\langle k^2-\frac{T_N(kh)}{h^2}\right\rangle ,
\]

where the average is over the momentum distribution of \(\phi_0\).

For the oscillator, \(\phi_0\propto e^{-x^2/2}\), \(E_0=0.5\) hartree, and the momentum density is \(e^{-k^2}/\sqrt\pi\). With \(h=0.5\) bohr and 41 points from \(-10\) to 10 bohr, the sinc levels 0 and 4 are 0.500000000 and 4.500000000 hartree, so the sampling and box errors are negligible here. The stencil results, in hartree, are:

| \(N\) | level 0 | level 4 | lowering of level 0 | \(\Delta_N\) |
|---|---|---|---|---|
| 1 | 0.492059 | 4.150866 | 0.0079407 | 0.0076523 |
| 2 | 0.499392 | 4.426004 | 0.00060796 | 0.00060274 |
| 3 | 0.499923 | 4.478886 | 0.000077378 | 0.000077144 |
| 6 | 0.499999 | 4.498857 | 0.00000077785 | 0.00000077745 |

The average for \(N=1\) can be estimated by hand. The series for \(y\) in part (b) gives \(\theta^2-T_1=\theta^4/12-\theta^6/360+\cdots\). For this Gaussian, \(\langle k^4\rangle=3/4\) and \(\langle k^6\rangle=15/8\), so

\[
\Delta_1\simeq\frac{h^2}{24}\,\frac34-\frac{h^4}{720}\,\frac{15}{8}
=0.00781-0.00016=0.00765\ \text{hartree}.
\]

The actual lowering is larger, as the bound requires: the stencil eigenstate can adapt to the weakened kinetic energy, whereas the trial function cannot. The average accounts for 96% of the lowering at \(N=1\) and 99.9% at \(N=6\).

Level 4 suffers more: at \(N=1\) it lies 0.349 hartree too low, about 8% of its energy. A finite-difference energy below the continuum value is therefore no violation of the variational principle. That principle bounds the expectation values of one given Hamiltonian, and the stencil has replaced the Hamiltonian by one with a smaller kinetic energy. This accounts for the whole error only when the sampling and box errors are negligible, as they are for this oscillator. Otherwise the level may fall on either side of the continuum value. For \(V=|x|\) with \(h=0.5\) bohr, the continuum ground level is 0.8086 hartree. The \(N=6\) level is 0.7814 hartree when a grid point lies on the kink, where the sinc level is 0.7815 hartree, and 0.8222 hartree when the grid is shifted by \(h/2\).

## Computed results

```
grid spacing h = 0.5 bohr; points = 41; box ends = -10.0, 10.0 bohr
series coefficients a_1..a_7: 1, 1/12, 1/90, 1/560, 1/3150, 1/16632, 1/84084
N=1 weights c_0..c_N: -2, 1
N=2 weights c_0..c_N: -5/2, 4/3, -1/12
N=3 weights c_0..c_N: -49/18, 3/2, -3/20, 1/90
plane wave: k = 2.0 bohr^-1, kh = 1, y = 0.91939539
exact kinetic energy = 2.00000000 hartree
N, stencil kinetic energy, deficit, lower, upper bound (hartree)
1  1.83879078  1.6121e-01  1.4088e-01  1.8293e-01
2  1.97967209  2.0328e-02  1.7270e-02  2.2424e-02
3  1.99694217  3.0578e-03  2.5518e-03  3.3134e-03
4  1.99949400  5.0600e-04  4.1709e-04  5.4157e-04
5  1.99991109  8.8908e-05  7.2627e-05  9.4303e-05
6  1.99998372  1.6281e-05  1.3208e-05  1.7150e-05
zone boundary: pi^2 = 9.869604 (dimensionless)
N, T_N(pi), T_N(pi)/pi^2 (dimensionless)
1  4.000000  0.4053
2  5.333333  0.5404
3  6.044444  0.6124
4  6.501587  0.6587
5  6.826667  0.6917
6  7.072939  0.7166
boundary defect at N=40000: 0.035449; 4 sqrt(pi/N) = 0.035449
overestimating five-point stencil at kh=1: 1.060277 (exact 1)
oscillator: N, level 0, level 4 (hartree)
1  0.492059274  4.150865504
2  0.499392041  4.426004254
3  0.499922622  4.478885751
4  0.499986461  4.492851078
5  0.499997025  4.497271254
6  0.499999222  4.498857157
sinc  0.500000000  4.500000000
N, ground-state lowering, momentum-averaged defect (hartree)
1  7.94073e-03  7.65225e-03
2  6.07959e-04  6.02741e-04
3  7.73776e-05  7.71437e-05
4  1.35394e-05  1.35205e-05
5  2.97462e-06  2.97229e-06
6  7.77848e-07  7.77453e-07
```
